\section*{The Short-Time Gradient Law for Resonance Raman Intensities}

\section{Resonance Raman intensities from an excited-state gradient}

A resonance Raman calculation starts with a decision about cost. One may compute a single excited-state gradient at the ground-state geometry, or one may also compute the excited-state minimum and force constants and sum over vibronic states. The simplest use of the first choice is a law in which the relative intensities of the fundamentals follow the squared gradient along each mode; the same gradient also fixes the displaced-oscillator model used below to measure the error of that law. This section derives that law, the coordinates in which it holds, and the size of its error.

\subsection{The scattering amplitude in time}

Atomic units are used in the algebra, so $\hbar=1$. The molecule starts in the vibrational ground state $|0\rangle$ and ends with one quantum in mode $k$, in the state $|1_k\rangle$. The incident photon has energy $\omega_L$, the scattered one $\omega_S=\omega_L-\omega_k$. The assumptions are:
\begin{itemize}
\item one non-degenerate electronic state is resonant, and the other states and the non-resonant term are dropped;
\item its transition dipole $\boldsymbol\mu$ does not depend on the nuclear coordinates (Condon approximation);
\item the ground-state modes are harmonic, and the amplitude in the excited state is damped at the rate $\Gamma$.
\end{itemize}
The Kramers--Heisenberg--Dirac transition polarizability is then $\mu_a\mu_b A_k$, with
\begin{equation}
A_k(\omega_L)=\sum_v\frac{\langle 1_k|v\rangle\langle v|0\rangle}{E_v-E_0-\omega_L-i\Gamma}.
\label{sos}
\end{equation}
Here $|v\rangle$ and $E_v$ are the eigenstates and energies of the excited-state nuclear Hamiltonian $H_e$, and $E_0$ is the energy of $|0\rangle$. For real $x$ and $\Gamma>0$,
\begin{equation}
i\int_0^\infty e^{-ixt-\Gamma t}\,dt=\frac{i}{\Gamma+ix}=\frac{1}{x-i\Gamma}.
\end{equation}
With $x=E_v-E_0-\omega_L$ and $\sum_v|v\rangle e^{-iE_vt}\langle v|=e^{-iH_et}$, Eq.~\eqref{sos} becomes
\begin{equation}
A_k=i\int_0^\infty dt\,e^{i(\omega_L+E_0)t-\Gamma t}\,
\langle1_k|e^{-iH_et}|0\rangle .
\label{time}
\end{equation}
The initial wavepacket moves on the excited surface, and its overlap with the final state is collected until damping, dephasing or detuning ends the integral.

A dipole oscillating at $\omega_S$ radiates a power proportional to $\omega_S^4|A_k|^2$. Division by $\omega_S$ gives a photon rate. At fixed incident photon flux the irradiance is proportional to $\omega_L$, hence
\begin{equation}
I_k\propto\omega_L\omega_S^3|A_k|^2 .
\label{rate}
\end{equation}
The factor $\mu_a\mu_b$, and with it any orientational average, is the same for all modes.

\subsection{Coordinates and the TDDFT gradient}

Let $Q_k$ be the mass-weighted normal coordinates and $q_k=\sqrt{\omega_k}\,Q_k$ the dimensionless ones. With $p_k=-i\partial/\partial q_k$,
\begin{equation}
H_g=\sum_k\frac{\omega_k}{2}(p_k^2+q_k^2),\qquad H_e=H_g+W(q).
\label{ham}
\end{equation}
The function $W$ is the difference between the two potential surfaces, which is the vertical excitation energy $\Omega(q)$ that linear-response TDDFT delivers. The required quantities are
\begin{equation}
V=\Omega(0),\qquad f_k=\left.\frac{\partial\Omega}{\partial q_k}\right|_0
=\frac{1}{\sqrt{\omega_k}}\left.\frac{\partial\Omega}{\partial Q_k}\right|_0 .
\label{grad}
\end{equation}
At the ground-state minimum the ground-state gradient vanishes, so $f_k$ is also the gradient of the total excited-state energy. One Cartesian gradient serves all modes. If $\delta R_A=\sum_kL_{Ak}Q_k/\sqrt{M_A}$, with $A$ running over Cartesian components, the chain rule gives $\partial\Omega/\partial Q_k=\sum_A(L_{Ak}/\sqrt{M_A})\,\partial\Omega/\partial R_A$.

\subsection{Short-time propagation}

Write $H$ for $H_g$. To second order in $t$,
\begin{equation}
e^{-i(H+W)t}=1-it(H+W)-\tfrac{t^2}{2}(H^2+HW+WH+W^2)+O(t^3).
\end{equation}
The product $e^{-iHt/2}e^{-iWt}e^{-iHt/2}$ has the same first-order term. Its second-order term is
\begin{equation}
-t^2\left[\left(\tfrac18+\tfrac18+\tfrac14\right)H^2+\tfrac12HW+\tfrac12WH+\tfrac12W^2\right],
\end{equation}
which also agrees. Therefore
\begin{equation}
e^{-iH_et}=e^{-iH_gt/2}\,e^{-iWt}\,e^{-iH_gt/2}+O(t^3).
\label{split}
\end{equation}
The left factor acts on $\langle1_k|$, of energy $E_0+\omega_k$, and the right factor on $|0\rangle$:
\begin{equation}
\langle1_k|e^{-iH_et}|0\rangle\approx e^{-iE_0t-i\omega_kt/2}\langle1_k|e^{-iWt}|0\rangle .
\label{phase}
\end{equation}

The ground-state density is $\rho=\prod_j\pi^{-1/2}e^{-q_j^2}$, and $\psi_{1_k}=\sqrt2\,q_k\psi_0$. Since $\partial\rho/\partial q_k=-2q_k\rho$, integration by parts gives
\begin{align}
\langle1_k|e^{-iWt}|0\rangle
&=\sqrt2\int q_k\,\rho\,e^{-iWt}dq
=-\frac{1}{\sqrt2}\int\frac{\partial\rho}{\partial q_k}e^{-iWt}dq\nonumber\\
&=-\frac{it}{\sqrt2}\int\rho\,\frac{\partial W}{\partial q_k}e^{-iWt}dq .
\label{parts}
\end{align}
The gradient thus appears before any assumption about the shape of $W$: at this order a quantum can appear in mode $k$ only if the phase $Wt$ varies along $q_k$.

Now replace $W$ by its tangent $V+\sum_jf_jq_j$ over the width of $\rho$. Completing the square gives for each mode
\begin{equation}
\frac{1}{\sqrt\pi}\int e^{-q^2-itfq}dq
=\frac{e^{-f^2t^2/4}}{\sqrt\pi}\int e^{-(q+itf/2)^2}dq=e^{-f^2t^2/4}.
\label{gauss}
\end{equation}
The product over all modes turns Eq.~\eqref{parts} into
\begin{equation}
\langle1_k|e^{-iWt}|0\rangle\approx-\frac{itf_k}{\sqrt2}\,e^{-iVt-\sigma^2t^2/2},
\qquad \sigma^2=\frac12\sum_jf_j^2 .
\label{short}
\end{equation}
Because $\langle q_j^2\rangle=1/2$, $\sigma$ is the standard deviation of the linearized excitation energy over the ground-state density.

\subsection{The gradient law}

Insert Eqs.~\eqref{phase} and \eqref{short} in Eq.~\eqref{time}. The energy $E_0$ cancels, and $i(-i)=1$:
\begin{align}
A_k&\approx\frac{f_k}{\sqrt2}\,J\!\left(\omega_L-V-\frac{\omega_k}{2}\right),
\label{mid}\\
J(\delta)&=\int_0^\infty t\,e^{i\delta t-\Gamma t-\sigma^2t^2/2}dt .
\label{J}
\end{align}
Set $a=\Gamma-i\delta$ and $K=\int_0^\infty e^{-at-\sigma^2t^2/2}dt$. Since $\sigma^2t\,e^{-\sigma^2t^2/2}=-\frac{d}{dt}e^{-\sigma^2t^2/2}$, one integration by parts gives
\begin{equation}
J=\frac{1-aK}{\sigma^2},\qquad
K=\frac{1}{\sigma}\sqrt{\frac{\pi}{2}}\;w\!\left(\frac{ia}{\sqrt2\,\sigma}\right),
\label{closed}
\end{equation}
where $w(z)=e^{-z^2}\mathrm{erfc}(-iz)$ is the Faddeeva function.

If $\omega_kt\ll1$ for all times that matter, the shift $\omega_k/2$ can be dropped. Then $J$ is common to all modes, and Eq.~\eqref{rate} gives
\begin{equation}
\boxed{\;I_k\propto\omega_L\omega_S^3\,f_k^2
=\omega_L\omega_S^3\,\frac{1}{\omega_k}\left(\frac{\partial\Omega}{\partial Q_k}\right)_0^2\;}
\label{law}
\end{equation}
The plain squared gradient therefore belongs to dimensionless coordinates, after removal of the photon-energy factor. In mass-weighted coordinates a factor $1/\omega_k$ remains, because a softer mode has a wider ground-state density and samples a larger change of $\Omega$ for the same slope.

A static spread of $V$ in a sample does not shorten the life of the overlap, so it cannot make the short-time approximation valid; where that approximation already holds, the spread replaces $|J|^2$ by its average and leaves Eq.~\eqref{law} intact. A second resonant state does not: its amplitude, with its own dipole, gradient and $J$, must be added before squaring.

\subsection{The error, from displaced oscillators}

Let the tangent form of $W$ hold everywhere. With $\Delta_k=-f_k/\omega_k$ and $S_k=\Delta_k^2/2$,
\begin{equation}
\frac{\omega_k}{2}q_k^2+f_kq_k=\frac{\omega_k}{2}(q_k-\Delta_k)^2-\omega_kS_k ,
\end{equation}
so the 0--0 transition energy is $E_{00}=V-\sum_k\omega_kS_k$. If $a_k$ lowers the ground-state oscillator, $b_k=a_k-\Delta_k/\sqrt2$ lowers the displaced one. From $a_k|0\rangle=0$ it follows that $b_k|0\rangle=\beta_k|0\rangle$, with $\beta_k=-\Delta_k/\sqrt2$ and $|\beta_k|^2=S_k$. The initial state is thus a coherent state of the displaced oscillator, with Poisson weights $e^{-S_k}S_k^n/n!$ on its levels $n$. Each level acquires the phase $e^{-in\omega_kt}$, so
\begin{equation}
\sum_n e^{-S_k}\frac{S_k^n}{n!}e^{-in\omega_kt}=e^{-S_k(1-e^{-i\omega_kt})}.
\label{poisson}
\end{equation}
The evolved state is an eigenstate of $b_k$ with eigenvalue $\beta_ke^{-i\omega_kt}$. Since $\langle1_k|=\langle0|a_k$ and $a_k=b_k+\Delta_k/\sqrt2$, its overlap with $|1_k\rangle$ is $(\Delta_k/\sqrt2)(1-e^{-i\omega_kt})$ times its overlap with $|0\rangle$. Define
\begin{equation}
\Phi(\omega)=i\int_0^\infty dt\,e^{i(\omega-E_{00})t-\Gamma t}
\prod_je^{-S_j(1-e^{-i\omega_jt})}.
\label{Phi}
\end{equation}
The extra factor $e^{-i\omega_kt}$ lowers the argument by $\omega_k$, and for this model
\begin{equation}
A_k=\frac{\Delta_k}{\sqrt2}\left[\Phi(\omega_L)-\Phi(\omega_L-\omega_k)\right].
\label{diff}
\end{equation}
A Taylor expansion about the midpoint has no even-order terms. With $\Delta_k\omega_k=-f_k$,
\begin{equation}
A_k=-\frac{f_k}{\sqrt2}\left[\Phi'\!\left(\omega_L-\tfrac{\omega_k}{2}\right)
+\frac{\omega_k^2}{24}\Phi'''\!\left(\omega_L-\tfrac{\omega_k}{2}\right)+\dots\right].
\label{taylor}
\end{equation}
The gradient law replaces a finite difference by a derivative, so for modes of different energy it relies on $\Phi$ being smooth on the scale of $\omega_k$. Modes of equal energy share the same bracket in Eq.~\eqref{diff}, and in this model their intensity ratio is exactly that of $f_k^2$.

To compare $\Phi'$ with $-J$, expand the exponent in Eq.~\eqref{Phi}:
\begin{equation}
-S_j(1-e^{-i\omega_jt})=-iS_j\omega_jt-\frac{f_j^2t^2}{4}+\frac{if_j^2\omega_jt^3}{12}+\dots
\label{cumulant}
\end{equation}
The linear term moves $E_{00}$ to $V$, the quadratic one gives $\sigma$, and the cubic one is of first order in the mode energies at fixed $f_j$. At $t=1/\sigma$ the cubic terms sum to at most $\omega_{\max}/(6\sigma)$, because $\sum_jf_j^2=2\sigma^2$. The width $\sigma$ comes from all modes together, so a weakly displaced mode can obey the law when other modes end the overlap quickly. The damping must also suppress later revivals of the overlap.

With a common $J$, the relative error of an intensity ratio $I_k/I_j$ is in general of first order, with leading size $\frac12|\omega_k-\omega_j|$ times the slope of $\ln|J|^2$. If the midpoint shift is kept, as in Eq.~\eqref{mid}, the error is of second order, from two sources: the cubic term changes that slope by first order, and the slope is multiplied by $\omega_k-\omega_j$; and the $\Phi'''$ term of Eq.~\eqref{taylor} contributes in proportion to $\omega_k^2-\omega_j^2$.

\subsection{A three-mode example}

Take $V=4.00$ eV, $\Gamma=0.050$ eV, mode energies 0.06, 0.10 and 0.16 eV, and a reduced mass $m$ of 6 u for each mode. The slopes along the unweighted displacements $x_k=Q_k/\sqrt m$ are 1.5, 3.0 and 3.0 eV/\AA. The lengths $\ell_k=1/\sqrt{m\omega_k}$ are 0.1078, 0.0835 and 0.0660 \AA, and $x_k=\ell_kq_k$. Hence
\begin{equation}
f_1=1.5\times0.1078=0.162,\quad f_2=3.0\times0.0835=0.250,\quad
f_3=3.0\times0.0660=0.198\ \text{eV}.
\end{equation}
The width is $\sigma=[(0.162^2+0.250^2+0.198^2)/2]^{1/2}=0.253$ eV. With $\omega_L\omega_S^3$ removed, the law predicts, relative to mode 2,
\begin{equation}
\frac{I_1}{I_2}=\left(\frac{1.5}{3.0}\right)^2\frac{0.10}{0.06}=0.417,\qquad
\frac{I_3}{I_2}=\frac{0.10}{0.16}=0.625 .
\end{equation}
Modes 2 and 3 have equal slopes per \aa ngstr\"om, yet their intensities differ by the ratio of their energies.

For comparison, Eq.~\eqref{sos} was summed for the displaced-oscillator model. The Hamiltonian of each mode was diagonalized in a basis of ground-state oscillator functions, and the sum ran over all products of the resulting states. The ratios, again without the photon-energy factor, are:
\begin{center}
\begin{tabular}{ccccc}
$\omega_L$ (eV) & \multicolumn{2}{c}{$I_1/I_2$} & \multicolumn{2}{c}{$I_3/I_2$}\\
 & sum & Eq.~\eqref{mid} & sum & Eq.~\eqref{mid}\\
3.75 & 0.441 & 0.447 & 0.553 & 0.559\\
4.00 & 0.416 & 0.421 & 0.617 & 0.610\\
4.25 & 0.392 & 0.396 & 0.673 & 0.669
\end{tabular}
\end{center}
At the vertical energy the simple law is within about 1\% of the sum, although $\omega_3/\sigma=0.63$ is not small. Two things make this possible. One is the damping, which suppresses later revivals of the overlap: with $\Gamma=0.020$ eV the same model gives $I_1/I_2=0.513$, far from the law. The other is symmetry. Equation~\eqref{J} gives $J(-\delta)=J(\delta)^*$, so $|J|^2$ has zero slope at $\delta=0$ and the first-order error vanishes there. Both formulas then err in second order, and the midpoint shift brings no systematic gain: for $I_1/I_2$ it deviates from the sum by 1.2\% of the sum, against 0.2\% for the simple law.

At 3.75 eV the simple law overestimates $I_3/I_2$ by 13\% of the sum-over-states value, while Eq.~\eqref{mid} is within about 1.5\% for both ratios. The shift $\omega_k/2$ carries the argument of $J$ further from the band centre when $\omega_L<V$, and most strongly for the stiffest mode, which is weakened. At 4.25 eV it carries the argument towards the centre and the trend reverses.

The orders of the errors show when all mode energies are scaled down at fixed $f_k$, $V$ and $\Gamma$. At $\omega_L=4.20$ eV, with the integral \eqref{time} evaluated by Simpson's rule, scale factors of $1/8$ and $1/16$ give largest ratio errors, relative to the predicted ratio, of 0.0089 and 0.0045 for the simple law. With the midpoint shift they are 0.00017 and 0.00004. Halving the mode energies halves the first error and quarters the second.

Absolute amplitudes follow from Eq.~\eqref{closed}, which gives $J(0)=12.3$ eV$^{-2}$. For mode 2, with the shift $\omega_2/2$ dropped, $A_2\approx0.2504\times12.3/\sqrt2=2.18$ eV$^{-1}$, against $|A_2|=2.20$ eV$^{-1}$ from the sum. For photon rates the factor $\omega_S^3$ must be restored. It multiplies $I_1/I_2$ by $(3.94/3.90)^3$ and $I_3/I_2$ by $(3.84/3.90)^3$, so the predictions become 0.430 and 0.597.

\subsection{Far from resonance}

When $|\delta|$ greatly exceeds $\sigma$, $\Gamma$ and $\omega_k$, expand the Gaussian in Eq.~\eqref{J}:
\begin{equation}
J=\int_0^\infty t\,e^{-at}\left(1-\frac{\sigma^2t^2}{2}+\dots\right)dt
=\frac{1}{a^2}-\frac{3\sigma^2}{a^4}+\dots\;\to\;-\frac{1}{(V-\omega_L)^2}.
\label{far}
\end{equation}
Then $A_k\to-f_k/[\sqrt2\,(V-\omega_L)^2]$. This is the derivative of the resonant polarizability term $1/(\Omega-\omega_L)$ with respect to $q_k$, times $\langle1_k|q_k|0\rangle=1/\sqrt2$. In the example at $\omega_L=1.00$ eV, the amplitudes from Eq.~\eqref{sos} differ from this limit by less than 5\% of the limiting value.

The dropped non-resonant term, estimated as $1/(\Omega+\omega_L)$, has the derivative $-f_k/(V+\omega_L)^2$. At 1.00 eV it amounts to $(3/5)^2=0.36$ of the resonant one, so absolute far-detuned intensities need it. In this estimate it is $f_k$ times a factor common to all modes, and it leaves the relative intensities unchanged. With the denominators $E_v-E_0+\omega_S$ of the full term it moves $I_1/I_2$ and $I_3/I_2$ at 1.00 eV slightly, from 0.428 and 0.601 to 0.423 and 0.612. Other electronic states may matter as well. At $\omega_L=V$ the corresponding ratio is $1/[(8.00)^2\times12.3]=0.0013$.

\subsection{Curved surfaces and resolved vibronic lines}

Suppose $W$ also contains $\frac12\sum_{ij}B_{ij}q_iq_j$, which changes the force constants and mixes the modes. The derivative in Eq.~\eqref{parts} becomes $f_k+\sum_jB_{kj}q_j$. Differentiating Eq.~\eqref{gauss} with respect to $f$ shows that, under the Gaussian average, $q_j$ acts as $-itf_j/2$. To first order in $B$, apart from factors common to all modes,
\begin{equation}
f_k\to f_k-\frac{it}{2}\sum_jB_{kj}f_j .
\label{curv}
\end{equation}
The correction is small when $|\sum_jB_{kj}f_j|\ll2\sigma|f_k|$. At $\delta=0$ it is also a quarter cycle out of phase with the leading term, so at this level of approximation it enters the intensity in second order.

This estimate covers short times only, as an example shows. Keep modes 2 and 3 alone, with $B_{22}=-0.020$, $B_{33}=-0.030$ and $B_{23}=0.010$ eV. Solving $(H_e-E_0-\omega_L-i\Gamma)|\chi\rangle=|0\rangle$ at $\omega_L=V$ in a product oscillator basis gives $A_k=\langle1_k|\chi\rangle$ and $I_3/I_2=0.629$, against 0.625 from the gradients. The agreement is accidental. With all $B_{ij}=0$ the same two modes give 0.734, so the law is 15\% too low before any curvature is added. In the short-time integral this curvature changes the ratio by only about 0.002; the rest of the change arises from nuclear motion that the integral omits, chiefly the revival of the overlap. If Eq.~\eqref{time} is cut off at $t$ between 18 and 25 eV$^{-1}$, after the first decay and before the revival, the ratio is 0.62 without curvature and about 0.636 with it.

Near resonance, the law can fail for modes of different energy when the overlap survives for many vibrational periods. For small $S_j$ and $\Gamma\ll\omega_j$, excitation at $\omega_L=E_{00}$ makes the 0--0 line dominate Eq.~\eqref{Phi}, with $\Phi(E_{00})\approx ie^{-\sum_jS_j}/\Gamma$. The other term in Eq.~\eqref{diff} is only of order $1/\omega_k$. Hence
\begin{equation}
A_k\approx\frac{i\Delta_k}{\sqrt2\,\Gamma}e^{-\sum_jS_j},\qquad
|A_k|^2\propto\Delta_k^2=\frac{f_k^2}{\omega_k^2}.
\label{weak}
\end{equation}
With all gradients of the three-mode example reduced tenfold and $\Gamma=0.002$ eV, the sum over states at the 0--0 energy of 3.9935 eV gives relative intensities $1.157:1:0.244$. The squared displacements give $1.157:1:0.244$ too, whereas the squared gradients give $0.417:1:0.625$ and misplace the strongest line. Excitation into a structured absorption band with lines narrower than the mode energies thus calls for Eq.~\eqref{diff}, which needs only $V$, the same gradient, the $\omega_k$ and $\Gamma$ but assumes unchanged force constants, or for the full sum with the excited-state force constants. For a broad, structureless band whose width comes from $\sigma$ or $\Gamma$, Eq.~\eqref{law} is adequate near the band centre, provided $\Phi$ is smooth on the scale of the mode energies, the curvature condition below Eq.~\eqref{curv} holds for the modes compared, and the assumptions behind Eq.~\eqref{sos} hold. A single absorption maximum does not by itself guarantee that smoothness: for modes 2 and 3 alone, with $B_{ij}=0$ and $\Gamma=0.07$ eV, the band has one maximum, yet the law for $I_3/I_2$ is 10\% too high at $\omega_L=V-0.05$ eV and 5\% too low at $\omega_L=V$.
